\section*{Analytic Curvature of the Energy at Fractional Frontier Occupation}

\section{A sagging energy curve}

A one-dimensional model molecule, treated with a local exchange functional, has energy $-9.7216$ hartree with three electrons and $-11.2482$ hartree with four. With three and a half electrons its energy is $-10.5414$ hartree, which is $0.0564$ hartree below the mean of the two end values. The exact zero-temperature energy of a fractional electron number is a weighted average of neighbouring integer energies, provided $E(N)$ is convex on the integers. It would lie on the straight line.

The sag is governed by the curvature $C=d^2E/df^2$, where $f$ is the fractional occupation. We shall derive $C$ from a single self-consistent calculation at one $f$, and then read the numbers of this molecule with it.

\section{Setting and conventions}

Hartree atomic units are used. The electron number is $N-1+f$ with $0<f<1$, and the external potential $v$ is fixed. Real orthonormal spin orbitals $\phi_i$ have occupations $f_i$: one below the frontier orbital $\phi_H$, $f$ in $\phi_H$, and zero above it. The spin densities are
\begin{equation}
n_\sigma(\mathbf r)=\sum_{i\in\sigma}f_i\,\phi_i(\mathbf r)^2 .
\end{equation}
The energy is
\begin{equation}
E=\sum_i f_i\langle\phi_i|\hat t+v|\phi_i\rangle+E_{\rm Hxc}[n_\uparrow,n_\downarrow],
\end{equation}
where $E_{\rm Hxc}$ (Hartree, exchange and correlation) is an explicit, twice differentiable functional. Its first derivative is the potential $v_{{\rm Hxc},\sigma}$ and its second is the kernel
\begin{equation}
K_{\sigma\sigma'}(\mathbf r,\mathbf r')=\frac{\delta^2E_{\rm Hxc}}{\delta n_\sigma(\mathbf r)\,\delta n_{\sigma'}(\mathbf r')} .
\end{equation}
The orbitals obey $\hat h_\sigma\phi_i=\varepsilon_i\phi_i$ with $\hat h_\sigma=\hat t+v_{s,\sigma}$ and $v_{s,\sigma}=v+v_{{\rm Hxc},\sigma}$. We assume that $\phi_H$ is non-degenerate in its spin channel and that the solution varies smoothly with $f$.

The frontier density $\rho_H=\phi_H^2$ is a two-component vector that vanishes in the other spin channel. Brackets such as $\langle a|K|b\rangle$ include integration over space and summation over spin.

\section{The slope}

When $f$ changes, the energy changes through the occupation and through the orbitals. Since $\delta E/\delta\phi_i=2f_i\hat h\phi_i$, the orbital part is
\begin{equation}
\sum_i2f_i\Big\langle\frac{d\phi_i}{df}\Big|\hat h\Big|\phi_i\Big\rangle
=\sum_if_i\varepsilon_i\frac{d}{df}\langle\phi_i|\phi_i\rangle=0,
\end{equation}
because the norms are fixed. The explicit part remains:
\begin{equation}
\frac{dE}{df}=\langle\phi_H|\hat t+v|\phi_H\rangle+\int v_{\rm Hxc}\,\rho_H\,d\mathbf r=\varepsilon_H .
\end{equation}
This is Janak's theorem. Differentiate once more. In $\varepsilon_H=\langle\phi_H|\hat h|\phi_H\rangle$ the orbital derivatives again cancel by normalization, so
\begin{equation}
C=\frac{d\varepsilon_H}{df}=\Big\langle\rho_H\Big|\frac{dv_s}{df}\Big\rangle,
\qquad \frac{dv_s}{df}=K\frac{dn}{df}. \label{eq:C1}
\end{equation}
The second relation is the chain rule: $v$ is fixed and $v_{\rm Hxc}$ depends on $f$ through the density. What is missing is $dn/df$.

\section{How the density responds}

Differentiating the density gives $\rho_H$ from the added occupation, plus a part from the changing orbitals. For a potential change $\delta v_s$, first-order perturbation theory gives
\begin{equation}
\delta\phi_i=\sum_{j\ne i}\phi_j\frac{\langle\phi_j|\delta v_s|\phi_i\rangle}{\varepsilon_i-\varepsilon_j},
\end{equation}
with $j$ in the same spin channel. The density change at fixed occupations is then
\begin{equation}
\sum_i2f_i\phi_i\delta\phi_i=\sum_{i\ne j}\frac{2f_i}{\varepsilon_i-\varepsilon_j}\,\phi_i\phi_j\langle\phi_j|\delta v_s|\phi_i\rangle .
\end{equation}
Exchanging the names $i$ and $j$ reverses the denominator and leaves the other factors, apart from $f_i$, unchanged. Averaging the two forms replaces $2f_i$ by $f_i-f_j$. The Kohn--Sham response in each spin channel is therefore
\begin{equation}
\chi_s(\mathbf r,\mathbf r')=\sum_{i\ne j}\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\,
\phi_i(\mathbf r)\phi_j(\mathbf r)\phi_i(\mathbf r')\phi_j(\mathbf r'). \label{eq:chis}
\end{equation}
Pairs with equal occupations drop out. The frontier orbital appears twice: with empty orbitals at weight $f$, and with filled ones at weight $1-f$, since a partly filled orbital can both give and receive amplitude.

Combining both parts gives a self-consistency condition,
\begin{equation}
\frac{dn}{df}=\rho_H+\chi_sK\frac{dn}{df}
\quad\Longrightarrow\quad
\frac{dn}{df}=(1-\chi_sK)^{-1}\rho_H , \label{eq:dn}
\end{equation}
provided the inverse exists.

\section{The curvature formula}

Inserting (\ref{eq:dn}) in (\ref{eq:C1}) gives
\begin{equation}
C=\langle\rho_H|K(1-\chi_sK)^{-1}|\rho_H\rangle .
\end{equation}
To separate the screening, use $(1-A)^{-1}=1+(1-A)^{-1}A$ with $A=\chi_sK$:
\begin{equation}
\boxed{\,C=\langle\rho_H|K|\rho_H\rangle+\langle\rho_H|K\chi K|\rho_H\rangle,\quad
\chi=(1-\chi_sK)^{-1}\chi_s\,} \label{eq:main}
\end{equation}
The first term is the interaction of the frontier density with itself when all orbitals are frozen. In the second, the added density produces the potential $K\rho_H$, the electrons respond with the coupled response $\chi$, and the induced density acts back on $\rho_H$. Replacing $\chi$ by $\chi_s$ omits the interaction among the induced densities. That is the leading screening term for a weak kernel.

\section{The sign of the screening}

Let occupations not increase with energy in each channel. For each pair $i<j$ with $f_i>f_j$, define a column
\begin{equation}
X_{ij}(\mathbf r)=\sqrt{\frac{2(f_i-f_j)}{\varepsilon_j-\varepsilon_i}}\;\phi_i(\mathbf r)\phi_j(\mathbf r).
\end{equation}
The factor 2 counts the two orderings in (\ref{eq:chis}), and the reversed denominator supplies a minus sign, so $\chi_s=-XX^T$. With $M=1+X^TKX$ we have
\begin{equation}
(1+XX^TK)X=X(1+X^TKX)=XM .
\end{equation}
Multiplying by the inverses from left and right gives $(1+XX^TK)^{-1}X=XM^{-1}$, hence
\begin{equation}
\chi=-XM^{-1}X^T,\qquad
\langle\rho_H|K\chi K|\rho_H\rangle=-b^TM^{-1}b,\quad b=X^TK\rho_H . \label{eq:b}
\end{equation}
If $M$ is positive definite, screening cannot raise the curvature.

The matrix $M$ measures orbital stability. Rotate the orbitals by $e^{\Theta}$ with $\Theta$ real and antisymmetric, and let $\gamma$ be the diagonal matrix of occupations. Its second-order change is $\frac12[\Theta,[\Theta,\gamma]]$, which costs
\begin{align}
\tfrac12{\rm Tr}\,\hat h[\Theta,[\Theta,\gamma]]
&=\tfrac12{\rm Tr}\,[\hat h,\Theta][\Theta,\gamma]\nonumber\\
&=\tfrac12\sum_{ij}(\varepsilon_i-\varepsilon_j)(f_i-f_j)\Theta_{ij}\Theta_{ji}\nonumber\\
&=\sum_{i<j}(f_i-f_j)(\varepsilon_j-\varepsilon_i)\Theta_{ij}^2 .
\end{align}
The last line uses $\Theta_{ji}=-\Theta_{ij}$. The first-order density change has magnitude $2(f_i-f_j)\Theta_{ij}\phi_i\phi_j$ for each pair; its sign can be absorbed in $\Theta_{ij}$. Setting $\Theta_{ij}=y_{ij}/\sqrt{2(f_i-f_j)(\varepsilon_j-\varepsilon_i)}$ turns the cost into $\frac12y^Ty$ and the density change into $Xy$. Adding the kernel energy gives
\begin{equation}
\delta^2E=\tfrac12y^Ty+\tfrac12\langle Xy|K|Xy\rangle=\tfrac12y^TMy .
\end{equation}
Thus $M>0$ means that the solution is a minimum against real, spin-conserving rotations.

The same expansion gives the curvature a variational meaning. Change $f$ by $\delta f$ and let $y=z\,\delta f$. The density change is $(\rho_H+Xz)\delta f$, and the second-order energy is $\frac12\delta f^2$ times
\begin{equation}
\langle\rho_H|K|\rho_H\rangle+2z^Tb+z^TMz .
\end{equation}
There is no other term of this order, because $\hat h$ has no off-diagonal elements between its own orbitals. The minimum is at $z=-M^{-1}b$, and its value is (\ref{eq:main}). For $M>0$, letting the orbitals relax thus lowers the energy by $\frac12\delta f^2\,b^TM^{-1}b$ to this order, and this gain is the origin of the screening term.

\section{Two limiting cases}

\subsection{One relaxing pair}

Suppose one pair $(i,j)$ dominates. Let $\Delta f=f_i-f_j$, $\Delta\varepsilon=\varepsilon_j-\varepsilon_i$, $k_1=\langle\phi_i\phi_j|K|\rho_H\rangle$ and $k_2=\langle\phi_i\phi_j|K|\phi_i\phi_j\rangle$. Then $b^2=2\Delta f\,k_1^2/\Delta\varepsilon$ and $M=1+2\Delta f\,k_2/\Delta\varepsilon$, so that
\begin{equation}
C=\langle\rho_H|K|\rho_H\rangle-\frac{2\Delta f\,k_1^2}{\Delta\varepsilon+2\Delta f\,k_2}.
\end{equation}
A large gap suppresses screening. A repulsive $k_2$ also weakens it, since the induced density resists its own formation. If $k_2$ is negative and the denominator approaches zero with $k_1\ne0$, the curvature diverges: the solution becomes unstable and the smooth branch ends.

\subsection{A fraction of one electron}

Let the system contain just $f\le1$ electron in one orbital. There is no pair of electrons to repel, so the exact functional has $E_{\rm Hxc}=0$. In terms of its parts, exchange cancels the Hartree energy: $E_{\rm x}=-\frac12\langle n|w|n\rangle$, with $w$ the electron repulsion. Within this family of densities the exchange kernel is $-w$, hence $K\rho_H=0$ in the occupied spin channel; the empty channel has no response. Both terms of (\ref{eq:main}) vanish and $E$ is linear in $f$. A local exchange kernel cannot equal the non-local $-w$, so this cancellation is not built into a local functional.

\section{Constants, integers and the discontinuity}

A constant potential does not alter orbitals, so $\chi_s$ gives zero when it acts on a constant in either spin channel. This also follows from (\ref{eq:chis}) and orthogonality. By symmetry the density it induces integrates to zero, and (\ref{eq:dn}) gives $\int dn/df=1$ in the frontier channel and zero in the other.

Add a constant $c$ to every spin block of $K$. The extra potential $c\int dn/df=c$ is constant, so $dn/df$ is unchanged, while (\ref{eq:C1}) gives
\begin{equation}
C\to C+c .
\end{equation}
A kernel known for number-conserving changes alone leaves at least this constant open, and so does not fix the curvature. The constant is invisible in the density and visible in the slope of the energy.

The same freedom matters at an integer $N$. The density is continuous there, so the exact $v_s$ on the two sides can differ by a constant $\Delta_{\rm xc}$ in the region where the density is appreciable. Take a spin-independent constant for simplicity. Just below $N$ the slope is $\varepsilon_H$; just above, it is the next level $\varepsilon_L$ raised by $\Delta_{\rm xc}$. The slope therefore jumps by
\begin{equation}
\varepsilon_L-\varepsilon_H+\Delta_{\rm xc}.
\end{equation}
For a functional with a continuous potential $\Delta_{\rm xc}=0$. Equation (\ref{eq:main}) describes the open interval between integers, not the jump. On that interval the exact $E$ is linear and $C=0$. Where the exact kernel exists and the stability condition holds, its frozen term must then be non-negative and be cancelled by screening.

\section{The model molecule}

Attractive centres of charge 4 and 2 sit at $x=-1$ and $x=+1$ bohr. Attraction and repulsion are soft-Coulomb, with $w(u)=1/\sqrt{u^2+1}$. Two electrons have spin up and $1+f$ have spin down, so $\phi_H$ is the second spin-down orbital.

Exchange is taken locally from the uniform gas with the same repulsion. Filling momenta up to $k_F=\pi n_\sigma$ gives the density matrix
\begin{equation}
\int_{-k_F}^{k_F}\frac{dk}{2\pi}e^{iku}=\frac{\sin(\pi n_\sigma u)}{\pi u},
\end{equation}
and the exchange energy per length
\begin{equation}
e_{\rm x}=-\frac12\int_{-\infty}^{\infty}w(u)\frac{\sin^2(\pi n_\sigma u)}{\pi^2u^2}\,du .
\end{equation}
One derivative with respect to $n_\sigma$ turns the fraction into $\sin(2\pi n_\sigma u)/(\pi u)$, and a second into $2\cos(2\pi n_\sigma u)$. Therefore
\begin{equation}
e_{\rm x}''=-\int_{-\infty}^{\infty}\frac{\cos(2\pi n_\sigma u)}{\sqrt{u^2+1}}du=-2K_0(2\pi n_\sigma),
\end{equation}
where $K_0$ is the modified Bessel function. The kernel is $K_{\sigma\sigma'}=w(x-x')+\delta_{\sigma\sigma'}\delta(x-x')e_{\rm x}''(n_\sigma)$. Correlation is omitted, so the energies are those of this approximation, not exact ones for the model.

\subsection{Curvature from energies}

Let $h=0.01$ and $S_k=E(\frac12+kh)+E(\frac12-kh)-2E(\frac12)$. Taylor expansion gives $S_1=h^2C+h^4E^{(4)}/12$ and $S_2=4h^2C+16h^4E^{(4)}/12$, up to order $h^6$. The combination $16S_1-S_2=12h^2C$ removes the fourth derivative. The relaxed energies give $S_1=4.73425\times10^{-5}$ and $S_2=1.893616\times10^{-4}$ hartree, so
\begin{equation}
C\simeq\frac{16(4.73425\times10^{-5})-1.893616\times10^{-4}}{12\times10^{-4}}=0.47343\ \text{hartree}.
\end{equation}

\subsection{Curvature from one solution}

At $f=\frac12$ the frozen term is the sum of a Hartree and an exchange part, and screening is added to it:
\begin{align}
\langle\rho_H|K|\rho_H\rangle&=0.6200-0.1184=0.5016,\nonumber\\
C&=0.5016-0.0282=0.4734\ \text{hartree}=12.88\ \text{eV}.
\end{align}
The two routes were tested to agree within $10^{-6}$ hartree at $f=0.25$, $0.50$ and $0.75$, where $C=0.372$, $0.473$ and $0.514$ hartree. The density response was tested against differences of relaxed densities, and the frozen term against differences of the interaction energy.

Exchange cancels 19\% of the Hartree self-repulsion, and screening removes 5.6\% of the frozen term. At $f=\frac12$ the convexity is thus mainly uncancelled self-repulsion, little softened by relaxation. These shares need not hold at other occupations.

\subsection{Reading the screening}

With $\chi_s$ in place of $\chi$ the screening would be $-0.0316$ hartree. By (\ref{eq:b}) this is $-b^Tb$, so the ratio
\begin{equation}
\frac{b^TM^{-1}b}{b^Tb}=\frac{0.0282}{0.0316}=0.89
\end{equation}
is a weighted mean of the inverse eigenvalues of $M$. Being below one, it shows that the kernel is repulsive for at least some of the induced densities that matter. Yet the smallest eigenvalue of $1-\chi_sK$ is 0.75. Apart from ones, $1-\chi_sK$ and $M$ share their eigenvalues, because $XX^TK$ and $X^TKX$ have the same non-zero spectrum. The solution is therefore stable, but at least one combination of pairs feels an attractive kernel. The attraction comes from exchange: the Fourier transform of $w$ is $2K_0(|k|)>0$, so the Hartree part cannot lower an eigenvalue below one.

Omitting the pair formed by the filled spin-down orbital and $\phi_H$ gives $C=0.4739$ hartree. The shift, $0.0005$ hartree, is 1.8\% of the screening. It is small here, but well above the numerical error, and agreement with the energy differences is lost without it.

\section{From local curvature to the whole curve}

Integrating $C=d\varepsilon_H/df$ gives the rise of the frontier level:
\begin{equation}
\int_0^1C\,df=\varepsilon_H(1^-)-\varepsilon_H(0^+)=-1.2840+1.7081=0.4241\ \text{hartree}.
\end{equation}
Integration by parts gives a second relation,
\begin{align}
\int_0^1(1-f)C\,df&=\big[(1-f)\varepsilon_H\big]_0^1+\int_0^1\varepsilon_H\,df\nonumber\\
&=E(1)-E(0)-\varepsilon_H(0^+)=0.1815\ \text{hartree}.
\end{align}
Both were tested by numerical integration of the analytic $C$. They show how the ionization energy $I=E(0)-E(1)=1.5266$ hartree is missed. The four-electron frontier level gives $-\varepsilon_H(1^-)=1.2840$, too low by $0.2426$; the empty level of the three-electron ion gives $1.7081$, too high by $0.1815$. The two errors add up to the integrated curvature.

The half-filled level gives $1.5390$ hartree, in error by just $0.0124$. A Taylor expansion of $E$ about $f=\frac12$ explains most of this: even terms cancel in $E(1)-E(0)$, and the cubic term leaves
\begin{equation}
E(1)-E(0)-\varepsilon_H(\tfrac12)\simeq\frac{C'(\frac12)}{24}\simeq\frac{0.244}{24}=0.010\ \text{hartree}.
\end{equation}

Here $C'=d^2\varepsilon_H/df^2$ is taken from the levels $-1.5484117$, $-1.5389930$ and $-1.5294767$ hartree at $f=0.48$, $0.50$ and $0.52$. The remaining $0.002$ hartree comes from higher odd terms.

For the sag, integrate by parts on each half of the interval:
\begin{align}
\int_0^{1/2}fC\,df&=\tfrac12\varepsilon_H(\tfrac12)-E(\tfrac12)+E(0),\\
\int_{1/2}^1(1-f)C\,df&=-\tfrac12\varepsilon_H(\tfrac12)+E(1)-E(\tfrac12).
\end{align}
Adding them and dividing by $-2$ gives
\begin{equation}
E(\tfrac12)-\frac{E(0)+E(1)}2=-\frac12\int_0^1\min(f,1-f)\,C\,df .
\end{equation}
For constant $C$ the integral of the weight is $\frac14$, and the sag is $-C/8=-0.0592$ hartree. The actual value, $-0.0564$, is 5\% smaller in magnitude because $C$ varies. To estimate the effect, replace $C$ by the parabola through its values at $f=0.25$, $0.50$ and $0.75$. Its second derivative is $C''\simeq(0.3721+0.5139-2\times0.4734)/0.25^2\simeq-0.97$ hartree. The normalized weight $4\min(f,1-f)$ has variance $1/24$, so the mean curvature is about $0.4734-0.97/48=0.453$ hartree. One eighth of this is $0.0566$ hartree, close to the observed sag.

The increase of $C$ with $f$ is compatible with the exchange kernel: $K_0$ decreases with density, so added charge weakens the negative exchange part. That this is the main cause is a conjecture, since the parts were separated at $f=\frac12$ alone.

\section{Where the formula needs care}

If the frontier level is degenerate, or levels of different occupation cross, (\ref{eq:chis}) has a vanishing denominator and the occupations themselves must be reconsidered. If $1-\chi_sK$ becomes singular, the branch need not continue smoothly. If the functional depends on orbitals through a non-local potential, the density kernel must be replaced by one acting on density matrices, as for exact exchange in generalized Kohn--Sham theory. At integers, one-sided limits must be taken. The remaining numerical checks, including a larger and finer grid, appear in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Centre charges (e): (4.0, 2.0)  positions (bohr): (-1.0, 1.0)
Grid half-length 10.0 bohr, spacing 0.20 bohr
Occupation step of finite differences: 0.01
Exchange energy per length at n_sigma=0.3 /bohr (hartree/bohr):
  defining integral -0.1042765, formula -0.1042765
f, eps_H, analytic curvature, energy-difference curvature (hartree):
  0.25  -1.646699  0.3720571  0.3720571
  0.50  -1.538993  0.4734335  0.4734335
  0.75  -1.414842  0.5139031  0.5139031
Relaxed energies around f=0.50 (hartree):
  f=0.48  E=-10.5104836229  eps_H=-1.54841170
  f=0.49  E=-10.5259442778  eps_H=-1.54371499
  f=0.50  E=-10.5413578383  eps_H=-1.53899299
  f=0.51  E=-10.5567240563  eps_H=-1.53424661
  f=0.52  E=-10.5720426921  eps_H=-1.52947669
All following values are at f=0.50 unless stated
dE/df by differences: -1.53899299 hartree
d eps_H/df by differences: 0.4734335 hartree
Highest filled spin-up level: -1.578254 hartree
Filled spin-down level: -2.273598 hartree
Lowest empty level, either spin: -0.969497 hartree
Hartree part of frozen element: 0.620011 hartree
Exchange part of frozen element: -0.118383 hartree
Frozen element, kernel: 0.5016275 hartree
Frozen element, differences: 0.5016275 hartree
Coupled screening: -0.028194 hartree
Uncoupled screening (chi_s only): -0.031584 hartree
Curvature with uncoupled screening: 0.470044 hartree
Analytic curvature: 0.4734335 hartree = 12.8828 eV
Ratio curvature/frozen element: 0.9438
Curvature without filled-frontier pair: 0.473948 hartree
Smallest eigenvalue of 1-chi_s K: 0.75339
Integral of dn/df: 1.00000000 electrons
  spin up 0.000000, spin down 1.000000
Largest error of dn/df: 2.2e-09 /bohr
Kernel constant 0.3 hartree raises curvature by 0.300000 hartree
E(f=0), E(f=1): -9.7216445, -11.2482354 hartree
eps_H(f=0), eps_H(f=1): -1.708073, -1.284012 hartree
Integral of C: 0.424061; rise of eps_H: 0.424061 hartree
Integral of (1-f)C: 0.181482; E(1)-E(0)-eps_H(0): 0.181482 hartree
E(1/2) minus mean of end energies: -0.056418 hartree
Parabola estimate -C(1/2)/8: -0.059179 hartree
Curvature on larger, finer grid: 0.4734335 hartree
\end{verbatim}
